Fermi-Level Pinning at a Schottky Contact from Charge Balance

**1. The question**

Current entering a transistor through a metal contact must pass from the metal into the semiconductor. On an n-type semiconductor the electrons meet a barrier there, whose height is the distance from the Fermi level to the conduction band edge at the interface. A lower barrier helps the current, so one would like to lower it by choosing a metal with a smaller work function. If the two solids merely met with their vacuum levels aligned, each 0.1 eV taken off the work function would take 0.1 eV off the barrier.

Electronic states at the interface, with energies inside the band gap, can spoil this. They may belong to the semiconductor surface itself or be induced by the metal. The model below represents them as surface states of a given density. They exchange electrons with the metal, and the resulting charge sets up a dipole that absorbs part of the change in work function. The question is what fraction of the change reaches the barrier. That fraction is the pinning factor.

**2. The model and its energies**

The metal fills x < 0. A gap of thickness δ and permittivity ε_i, free of charge, occupies 0 < x < δ. The n-type semiconductor, with permittivity ε_s, begins at x = δ. The gap is thin enough for electrons to cross it, so the surface states are in equilibrium with the metal. No bias is applied, and one Fermi level E_F runs through the whole structure.

The energies are:

Φ_M: metal work function, from E_F to the vacuum level at the metal surface
χ: electron affinity, from the conduction band edge E_C to the vacuum level at the semiconductor surface
E_g = E_C − E_V: band gap
Φ_B = E_C − E_F at the semiconductor surface: the electron barrier

The surface states have a constant density D, per area and per energy, throughout the band gap. They are neutral as a whole when filled up to the charge neutrality level E_CNL, which lies a fixed distance Φ_CNL = E_C − E_CNL below the conduction band edge. States below E_CNL are donor-like: neutral when filled, positive when empty. States above it are acceptor-like: neutral when empty, negative when filled.

The quantities δ, ε_i, D, χ and Φ_CNL are taken not to change with the metal. Charge is uniform along the interface, and the surface-state charge is a thin sheet at x = δ. Image-force lowering is left out. All charges Q are per area, and q > 0 is the elementary charge.

**3. The energy drop across the gap**

Measured from E_F, the vacuum level is at Φ_M on the metal side of the gap and at Φ_B + χ on the semiconductor side. Going from metal to semiconductor, the vacuum level therefore falls by

Δ = Φ_M − χ − Φ_B.   (1)

A charge must produce this drop. Let Q_M be the sheet charge on the metal. The field inside the metal is zero, so Gauss's law gives the field in the gap, counted positive towards the semiconductor, as

F = Q_M/ε_i.

The electrostatic potential changes by −Fδ from x = 0 to x = δ. An electron has charge −q, so its energy changes by +qFδ. The fall Δ is the negative of this change:

Δ = −qδQ_M/ε_i.   (2)

A positive drop thus needs a negative metal charge. The contact as a whole is neutral. With Q_ss the charge in surface states and Q_sc the charge in the semiconductor behind them,

Q_M + Q_ss + Q_sc = 0.

Replacing Q_M in (2) gives

Δ = (qδ/ε_i)(Q_ss + Q_sc).   (3)

**4. The charge in the surface states**

Let f(E) be the Fermi function. Empty donor-like states count positive and filled acceptor-like states count negative:

Q_ss = qD [ ∫ from E_V to E_CNL of (1 − f) dE − ∫ from E_CNL to E_C of f dE ].

The two integrals over f join into one over the whole band gap:

Q_ss = qD [ E_CNL − E_V − ∫ from E_V to E_C of f dE ].

An antiderivative of f is −kT ln(1 + e^(−(E−E_F)/kT)). Inserting the limits gives

∫ f dE = E_F − E_V + kT ln(1 + e^(−(E_F−E_V)/kT)) − kT ln(1 + e^(−(E_C−E_F)/kT)).

Both logarithms are exponentially small when E_F lies several kT from each band edge. Dropping them leaves Q_ss = qD(E_CNL − E_F). Since E_CNL = E_C − Φ_CNL and E_F = E_C − Φ_B at the surface,

Q_ss = qD(Φ_B − Φ_CNL).   (4)

Temperature has dropped out because, for constant D, the electrons thermally raised above E_F are matched by the empty states left below it. The sign is as it should be: a barrier larger than Φ_CNL puts E_F below the neutrality level, empties donor-like states and makes the sheet positive.

**5. The pinning factor**

First let the semiconductor charge Q_sc be negligible. Equations (1), (3) and (4) give

Φ_M − χ − Φ_B = α(Φ_B − Φ_CNL), with α = q²δD/ε_i.

Collect the terms in Φ_B:

(1 + α)Φ_B = Φ_M − χ + αΦ_CNL.

Divide by 1 + α and define S = 1/(1 + α). Then α/(1 + α) = 1 − S, and

Φ_B = S(Φ_M − χ) + (1 − S)Φ_CNL,   (5)

S = 1/(1 + q²δD/ε_i).   (6)

The barrier is a weighted mean of two values: the one from aligned vacuum levels and the one that leaves the surface states neutral. The slope dΦ_B/dΦ_M is S.

In (6) D is per joule. If D is given per eV, one factor q is absorbed in the change of unit, and α is evaluated as qδD/ε_i.

For D → 0, S → 1 and Φ_B → Φ_M − χ, the Schottky–Mott limit. For D → ∞, S → 0 and Φ_B → Φ_CNL for every metal, the Bardeen limit. The surface charge stays finite in the second limit. Subtracting Φ_CNL from (5) gives

Φ_B − Φ_CNL = S(Φ_M − χ − Φ_CNL),

so that Q_ss = qDS(Φ_M − χ − Φ_CNL). As D grows, DS tends to ε_i/(q²δ), and Q_ss tends to the charge that places the entire mismatch Φ_M − χ − Φ_CNL across the gap. A very dense set of states supplies this charge with almost no movement of the Fermi level.

The crossover S = 1/2 occurs at α = 1, that is, at D = ε_i/(q²δ).

**6. The depletion charge**

Behind the surface the semiconductor contains N_d ionized donors per volume. In the neutral bulk the distance E_C − E_F is ξ. Let u(x) be the height of the conduction band edge above its bulk value, so that at the surface u_s = Φ_B − ξ. For a nondegenerate semiconductor without appreciable hole density, the electron density is N_d e^(−u/kT). Since u = −q × potential, Poisson's equation reads

d²u/dx² = (q²N_d/ε_s)(1 − e^(−u/kT)).

Multiply by du/dx. The left side becomes the derivative of (1/2)(du/dx)², and the right side can be integrated over u. In the bulk both u and du/dx vanish, so

(1/2)(du/dx)² = (q²N_d/ε_s)[u − kT(1 − e^(−u/kT))].

The field just inside the surface is (1/q)du/dx, which is negative because the band falls towards the bulk. Gauss's law applied from there to the field-free bulk gives Q_sc = (ε_s/q)|du/dx| at the surface. For u_s much larger than kT the exponential can be dropped, and

Q_sc = [2ε_s N_d(Φ_B − ξ − kT)]^(1/2).   (7)

The term kT accounts for the mobile electrons in the soft edge of the depletion layer.

Now (3) contains both charges:

Φ_M − χ − Φ_B = α(Φ_B − Φ_CNL) + (qδ/ε_i)Q_sc.   (8)

Dividing by 1 + α as before, and writing A for the right side of (5),

Φ_B = A − S(qδ/ε_i)Q_sc.   (9)

The positive depletion charge lowers the barrier. Because Q_sc depends on Φ_B, (9) is still an equation to be solved. Put y = (Φ_B − ξ − kT)^(1/2) and

B = S(qδ/ε_i)(2ε_s N_d)^(1/2).

Then Φ_B = y² + ξ + kT and the last term of (9) is By, so

y² + By − (A − ξ − kT) = 0.

Since y is a positive square root, the root needed is

y = −B/2 + [B²/4 + A − ξ − kT]^(1/2).   (10)

**7. The slope as a capacitance divider**

With depletion included, Φ_B is no longer linear in Φ_M, and the pinning factor becomes a local slope s = dΦ_B/dΦ_M. Differentiating (8) with respect to Φ_M gives

1 − s = αs + (qδ/ε_i)(dQ_sc/dΦ_B)s.

Squaring (7) and differentiating gives 2Q_sc dQ_sc/dΦ_B = 2ε_s N_d. Define the depletion width by W = Q_sc/(qN_d). Then

q dQ_sc/dΦ_B = qε_s N_d/Q_sc = ε_s/W,

and therefore

s = 1/(1 + q²δD/ε_i + δε_s/(ε_i W)).   (11)

Multiply numerator and denominator by C_i = ε_i/δ, the capacitance per area of the gap:

s = C_i/(C_i + C_ss + C_d), with C_ss = q²D and C_d = ε_s/W.

A change in work function acts like a small voltage applied to C_i in series with the parallel pair C_ss and C_d. The part across the gap is lost to the dipole. The part across the pair moves the band edge relative to the Fermi level, and that is the change in barrier.

This form also shows what happens when D varies with energy. If the variation is slow on the scale of kT, dQ_ss/dΦ_B is q times the density at the Fermi level, so C_ss uses D at E_F. The slope then changes from metal to metal, and (5) no longer holds over the whole range.

**8. A worked example**

Take round model parameters at 300 K, where kT = 0.0259 eV:

χ = 4.0 eV, E_g = 1.1 eV, Φ_CNL = 0.7 eV
δ = 0.5 nm, D = 4.0 × 10¹³ cm⁻² eV⁻¹
relative permittivities 2 in the gap and 12 in the semiconductor
N_d = 10¹⁷ cm⁻³, band densities of states N_c = N_v = 2 × 10¹⁹ cm⁻³

The bulk Fermi level follows from N_d = N_c e^(−ξ/kT):

ξ = kT ln(N_c/N_d) = 0.0259 eV × ln 200 = 0.137 eV.

The gap and surface-state capacitances are C_i = 3.542 µF/cm² and C_ss = 6.409 µF/cm². Their ratio is α:

α = 6.409/3.542 = 1.81, S = 1/2.81 = 0.356.

About a third of a change in work function reaches the barrier. A density of 2.2 × 10¹³ cm⁻² eV⁻¹ would give S = 1/2.

For a metal with Φ_M = 5.0 eV, aligned vacuum levels would give a barrier of 1.0 eV. Equation (5) gives

A = 0.356 × 1.0 eV + 0.644 × 0.7 eV = 0.807 eV.

For the depletion correction, the parameters give B = 0.0185 eV^(1/2). With A − ξ − kT = 0.644 eV, (10) gives

y = −0.0093 + (0.0001 + 0.644)^(1/2) = 0.793 eV^(1/2),

Φ_B = 0.793² + 0.137 + 0.026 = 0.792 eV.

The charges show how the balance is met. The surface states hold C_ss(Φ_B − Φ_CNL)/q, which is 6.409 µF/cm² × 0.0921 V = 0.590 µC/cm². The depletion layer, 91 nm wide, holds 0.146 µC/cm². The metal carries the opposite of their sum, −0.736 µC/cm². Across the gap this charge produces

0.736/3.542 V = 0.208 V,

which accounts for the difference between 1.0 eV and 0.792 eV. The field in the gap is 0.42 V/nm.

Four metals compare as follows, with all energies in eV:

Φ_M   Φ_M − χ   Eq. (5)   Eq. (10)
4.4   0.400   0.593   0.581
4.6   0.600   0.664   0.651
4.8   0.800   0.736   0.722
5.0   1.000   0.807   0.792

A range of 0.6 eV in work function is compressed to 0.211 eV in barrier, a mean slope of 0.35. For the two smaller work functions the surface states raise the barrier above Φ_M − χ. For the two larger ones they lower it.

**9. When the depletion charge may be ignored**

It is tempting to require Q_sc to be much smaller than Q_ss. The row Φ_M = 4.8 eV shows why this is the wrong condition. There Φ_B − Φ_CNL is 0.0217 eV, so Q_ss = 6.409 × 0.0217 = 0.139 µC/cm². The shift from the third to the fourth column is 0.0139 eV, and by (9) it corresponds to Q_sc = 3.542 × 0.0139/0.356 = 0.138 µC/cm². The two charges are practically equal, yet the barrier moves by only 14 meV. Near the neutrality level Q_ss passes through zero, and no depletion charge is small beside it.

Two separate conditions replace it. For the barrier height, the shift SqδQ_sc/ε_i must be small on the energy scale of interest. For the slope, C_d must be small compared with C_i + C_ss. At Φ_M = 5.0 eV, C_d is 0.116 µF/cm² against 9.95 µF/cm², so the slope falls by about 1 percent, from 0.356 to 0.352. The height shifts by 14.7 meV. That is small beside 0.8 eV but not beside kT: in a purely thermionic current proportional to e^(−Φ_B/kT), with image-force lowering and tunnelling left out, it means a factor e^(14.7/25.9) ≈ 1.8. This only gauges the size of the shift, since the omitted effects are larger. At the surface field Q_sc/ε_s of about 140 kV/cm, the usual image-force estimate for an intimate contact is already about 40 meV.

For the same metal, both corrections grow with doping over this range:

N_d = 10¹⁶ cm⁻³: shift −4.5 meV, slope 0.355
N_d = 10¹⁷ cm⁻³: shift −14.7 meV, slope 0.352
N_d = 10¹⁸ cm⁻³: shift −47.5 meV, slope 0.3435

Each tenfold increase in this list multiplies the shift by slightly more than √10 ≈ 3.16. The square root comes from N_d in (7). The small excess arises because ξ falls with doping, which increases the band bending Φ_B − ξ even though Φ_B itself drops a little. Transistor contacts are often doped more heavily still. There the depletion term cannot be dropped from the barrier height without an estimate, and (7), derived for nondegenerate electrons, no longer strictly applies once they become degenerate. Tunnelling through the top of the barrier also matters within this range. A WKB estimate for the parabolic barrier, with an effective mass of 0.2 to 0.3 electron masses, raises the current above the thermionic value about threefold at 10¹⁷ cm⁻³ and more than tenfold at 10¹⁸ cm⁻³. As the doping rises, the current no longer follows e^(−Φ_B/kT).

**10. The two limits with depletion present**

For Φ_M = 4.6 eV and N_d = 10¹⁷ cm⁻³, varying D alone gives:

D = 0: Φ_B = 0.567 eV, slope 0.961
D = 10¹³ cm⁻² eV⁻¹: Φ_B = 0.607 eV, slope 0.6705
D = 4 × 10¹³ cm⁻² eV⁻¹: Φ_B = 0.651 eV, slope 0.351
D = 4 × 10¹⁴ cm⁻² eV⁻¹: Φ_B = 0.693 eV, slope 0.052

Without surface states the barrier is 33 meV below the Schottky–Mott value of 0.600 eV, and the slope is below 1. The depletion charge alone still sends a field through the gap. The Schottky–Mott limit therefore needs δQ_sc/ε_i to be negligible as well as D → 0. At the largest D the barrier is only about 7 meV below Φ_CNL.

**11. Changing the gap**

At fixed D a thicker gap pins more strongly, because a given charge produces a larger energy drop over a longer distance. For Φ_M = 5.0 eV, gaps of 0.25, 0.50 and 1.00 nm give slopes of 0.521, 0.352 and 0.213.

This bears on the idea of weakening the pinning by inserting a thin insulating layer. Added thickness works against the aim. Apart from the depletion term, S rises only if δD/ε_i falls. The layer must reduce D by a larger factor than it increases δ/ε_i. Whether a given layer does so is a question about its chemistry and electronic structure, which this electrostatic model takes as input.

Weaker pinning is also not enough for a better contact. By (5), a larger S lowers the electron barrier only if Φ_M − χ is smaller than Φ_CNL; if Φ_M − χ is larger, it raises the barrier. Depletion moves this threshold up. By (8), lowering D at fixed δ/ε_i lowers the barrier whenever Φ_B lies below Φ_CNL, that is, whenever Φ_M − χ is smaller than Φ_CNL + qδQ_sc/ε_i, with Q_sc taken at Φ_B = Φ_CNL. In the example this threshold is 0.74 eV at N_d = 10¹⁷ cm⁻³ and 0.83 eV at 10¹⁸ cm⁻³. The electrons must also tunnel through the added layer, which can cost more current than a lower barrier gains.

**12. The hole barrier**

A circuit with both types of transistor also needs contacts to p-type material. The hole barrier is Φ_Bp = E_F − E_V = E_g − Φ_B at the surface. With the semiconductor charge neglected, (5) gives

Φ_Bp = S(E_g + χ − Φ_M) + (1 − S)(E_g − Φ_CNL).

The slope has the same size and the opposite sign, and the two barriers for one metal add up to E_g. For strong pinning in the example they approach 0.7 eV for electrons and 0.4 eV for holes, whichever metal is used. Depletion changes the sum. In p-type material the depletion charge is negative, which raises E_C − E_F at the surface and so lowers the hole barrier. As long as both surfaces are depleted, each barrier is lowered on its own type of material, and their sum is then less than E_g.

**13. Where the model stops**

Equations (7) and (10) need a depleted surface, with Φ_B − ξ much larger than kT. The Fermi level must also stay away from the band edges there. In the example with Φ_M = 5.0 eV it lies 0.308 eV above the valence band, and the surface hole density N_v e^(−0.308/0.0259) is of order 10¹⁴ cm⁻³, far below N_d. A considerably higher barrier would bring in holes that (7) omits.

The uniform sheet is an idealization as well. The 0.590 µC/cm² of the example is 3.7 × 10¹² elementary charges per cm², about 5 nm apart on average, ten times the gap thickness. If the states are localized defects, the potential varies along the interface and (6) is only an average description.

The parameters must also be common to all the metals compared. If one metal reacts with the surface and another does not, δ, D and Φ_CNL may differ between them. The slope of a line through their barriers then mixes these changes with the electrostatic response, and inserting it in (6) does not yield a density of states.

Numerical values quoted here were computed with a short program.
